# Excess kurtosis of a delta marker under intermittent dopant migration: verification in Python

```python
"""Excess kurtosis of a delta marker under intermittent dopant migration.

Result under test: K = <x^4>/<x^2>^2 - 3 = 6/theta, where
  theta = g*t  mean number of migration events per atom (Poisson),
  g            event rate (1/s),  t  anneal time (s),
  lam          decay length (nm) of the Laplace displacement density
               exp(-|x|/lam)/(2 lam) of one event.
All atoms are counted, including those that never moved.
The profile is found by evolving the master equation on a depth grid.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, toeplitz
from scipy.special import erfc

# Inputs: rough typical or round values, boron marker in silicon near 800 C
lam = 5.0                 # nm
g = 2.0e-4                # 1/s
t = 1.0e4                 # s
temp_c = 800.0            # deg C
s0 = 2.0                  # nm, initial Gaussian standard deviation
dose = 2.0e11             # cm^-2
n_i = 2.0e18              # cm^-3, rough intrinsic density at temp_c
floor = 1.0e15            # cm^-3, detection floor
depth = 100.0             # nm, marker depth below the surface
life = 1.0                # s, deliberately long mobile lifetime
eps_r = 11.7              # relative permittivity of silicon
theta = g * t

# Grid; each kernel entry is the Laplace probability of one grid cell
h = 0.25
half = 600
x = h * np.arange(-half, half + 1)
j = np.arange(x.size)
cell = np.sinh(h / (2 * lam)) * np.exp(-j * h / lam)
cell[0] = 1 - np.exp(-h / (2 * lam))
kernel = toeplitz(cell)
delta = np.zeros(x.size)
delta[half] = 1.0
gauss = np.exp(-x**2 / (2 * s0**2))
gauss /= gauss.sum()


def concentration(mass):
    """Convert probability per cell to boron concentration in cm^-3."""
    return dose * mass / h * 1e7


def hole_ratio(mass):
    """p/n_i for fully ionized acceptors with local neutrality."""
    a = concentration(mass) / (2 * n_i)
    return a + np.sqrt(1 + a**2)


def evolve(start, mean_events, holes=False):
    """Fourth-order Runge-Kutta solution of the master equation."""
    steps = max(60, int(30 * mean_events))
    d = mean_events / steps

    def slope(m):
        leaving = m * hole_ratio(m) if holes else m
        return kernel @ leaving - leaving

    m = start.copy()
    for _ in range(steps):
        k1 = slope(m)
        k2 = slope(m + d * k1 / 2)
        k3 = slope(m + d * k2 / 2)
        k4 = slope(m + d * k3)
        m = m + d * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    return m


def shape(mass):
    """Variance (nm^2) and excess kurtosis of a symmetric profile."""
    total = mass.sum()
    m2 = (mass * x**2).sum() / total
    m4 = (mass * x**4).sum() / total
    return m2, m4 / m2**2 - 3


def cut_at_floor(mass):
    """Remove everything below the detection floor; return its edge."""
    seen = concentration(mass) >= floor
    return np.where(seen, mass, 0.0), np.abs(x[seen]).max()


def two_state_kurtosis(capture):
    """Kurtosis from moments of immobile and diffusing populations."""
    diff = capture * lam**2
    a = np.zeros((6, 6))
    for i in (0, 2, 4):
        a[i, i], a[i, i + 1] = -g, capture
        a[i + 1, i], a[i + 1, i + 1] = g, -capture
    a[3, 1] = 2 * diff
    a[5, 3] = 12 * diff
    v = expm(a * t)[:, 0]
    return (v[4] + v[5]) / (v[2] + v[3])**2 - 3


# Moments of one displacement, by quadrature of the density
def one_event_moment(n):
    return quad(lambda y: y**n * np.exp(-y / lam) / lam, 0, 60 * lam,
                epsabs=1e-10, limit=200)[0]


e2, e4 = one_event_moment(2), one_event_moment(4)
assert abs(e2 / (2 * lam**2) - 1) < 1e-8
assert abs(e4 / (24 * lam**4) - 1) < 1e-8

# Main result at several mean event numbers; tolerance covers cell size
scan = []
for th in (0.5, 2.0, 8.0):
    var_th, kurt_th = shape(evolve(delta, th))
    assert abs(var_th / (2 * th * lam**2) - 1) < 1e-3
    assert abs(kurt_th * th / 6 - 1) < 1e-3
    scan.append((th, kurt_th))

profile = evolve(delta, theta)
var, kurt = shape(profile)
assert abs(profile.sum() - 1) < 1e-6
assert abs(kurt - 6 / theta) < 3e-3

# Characteristic function of the evolved profile
for k in (0.05, 0.2, 0.5):
    u = (k * lam)**2
    numeric = (profile * np.cos(k * x)).sum()
    assert abs(numeric - np.exp(-theta * u / (1 + u))) < 1e-3

# A fixed number of events: repeated convolution
fixed = []
moved = delta.copy()
for n in range(1, 5):
    moved = kernel @ moved
    k_fixed = shape(moved)[1]
    assert abs(k_fixed * n / 3 - 1) < 1e-3
    fixed.append(k_fixed)

# Unmoved spike: central cell minus the smooth profile extrapolated to it
spike = profile[half] - (2 * profile[half + 1] - profile[half + 2])
assert abs(spike - np.exp(-theta)) < 1e-3
only_moved = profile.copy()
only_moved[half] -= spike
k_moved = shape(only_moved)[1]
k_moved_law = (3 + 6 / theta) * (1 - np.exp(-theta)) - 3
assert abs(k_moved - k_moved_law) < 5e-3

# Finite initial width
wide = evolve(gauss, theta)
var_wide, k_wide = shape(wide)
k_wide_law = 24 * theta * lam**4 / (s0**2 + 2 * theta * lam**2)**2
assert abs(k_wide / k_wide_law - 1) < 1e-3

# Diffusing species with finite lifetime: deviation must vanish with it
dev_long = two_state_kurtosis(0.1) - 6 / theta
dev_short = two_state_kurtosis(1.0) - 6 / theta
assert abs(dev_short) < 0.01
assert abs(dev_long / dev_short - 10) < 0.5
k_life = two_state_kurtosis(1 / life)

# Remaining neglected effects
sigma = np.sqrt(var)
limit = 3 * np.sqrt(2 * theta) * lam
weight = np.where(np.abs(x) > limit + h / 4, 1.0, 0.0)
weight[np.isclose(np.abs(x), limit)] = 0.5
tail = (profile * weight).sum()
tail_gauss = erfc(3 / np.sqrt(2))
beyond = x <= -depth
surface_share = (profile * x**4)[beyond].sum() / (profile * x**4).sum()
cut, edge = cut_at_floor(profile)
var_cut, k_cut = shape(cut)
lost = 1 - (cut * x**4).sum() / (profile * x**4).sum()
holes = evolve(gauss, theta, holes=True)
var_holes, k_holes = shape(holes)
both, edge_both = cut_at_floor(holes)
var_both, k_both = shape(both)
kelvin = const.convert_temperature(temp_c, 'Celsius', 'Kelvin')
debye = np.sqrt(eps_r * const.epsilon_0 * const.k * kelvin
                / (2 * const.e**2 * n_i * 1e6)) * 1e9
d_eff = var * 1e-14 / (2 * t)
assert abs(d_eff / (g * lam**2 * 1e-14) - 1) < 1e-3
assert k_cut < kurt and k_both > 0

print(f"Laplace decay length: {lam:.1f} nm")
print(f"event rate: {g:.1e} 1/s")
print(f"anneal time: {t:.0f} s")
print(f"temperature: {temp_c:.0f} deg C")
print(f"mean event number theta: {theta:.2f}")
print(f"one-event mean square displacement: {e2:.2f} nm^2")
print(f"one-event mean fourth power: {e4:.1f} nm^4")
print(f"profile variance, grid: {var:.2f} nm^2")
print(f"profile standard deviation, grid: {sigma:.2f} nm")
print(f"effective diffusivity: {d_eff:.2e} cm^2/s")
print(f"excess kurtosis, grid: {kurt:.3f}")
print(f"excess kurtosis, 6/theta: {6 / theta:.3f}")
for th, value in scan:
    print(f"grid kurtosis at theta = {th:.1f}: {value:.3f}")
for n, value in enumerate(fixed, 1):
    print(f"kurtosis for exactly {n} event(s): {value:.3f}")
print(f"unmoved fraction, grid: {spike:.4f}")
print(f"unmoved fraction, exp(-theta): {np.exp(-theta):.4f}")
print(f"kurtosis of moved atoms only, grid: {k_moved:.3f}")
print(f"kurtosis of moved atoms only, formula: {k_moved_law:.3f}")
print(f"three-sigma distance: {limit:.1f} nm")
print(f"fraction beyond it, both sides: {tail:.5f}")
print(f"same fraction for a Gaussian: {tail_gauss:.5f}")
print(f"initial marker standard deviation: {s0:.1f} nm")
print(f"kurtosis with initial width, grid: {k_wide:.3f}")
print(f"kurtosis with initial width, formula: {k_wide_law:.3f}")
print(f"assumed long mobile lifetime: {life:.1f} s")
print(f"kurtosis shift from that lifetime: {k_life - 6 / theta:.2e}")
print(f"marker depth: {depth:.0f} nm")
print(f"fourth-moment share beyond surface: {surface_share:.2e}")
print(f"marker dose: {dose:.1e} cm^-2")
print(f"assumed intrinsic density: {n_i:.1e} cm^-3")
print(f"initial peak boron: {concentration(gauss).max():.2e} cm^-3")
print(f"initial peak p/n_i: {hole_ratio(gauss).max():.3f}")
print(f"intrinsic Debye length: {debye:.2f} nm")
print(f"variance with width and holes: {var_holes:.2f} nm^2")
print(f"kurtosis with width and holes: {k_holes:.3f}")
print(f"detection floor: {floor:.1e} cm^-3")
print(f"ideal profile meets floor at: {edge:.2f} nm")
print(f"fourth-moment share lost below floor: {lost:.3f}")
print(f"variance of ideal profile cut at floor: {var_cut:.2f} nm^2")
print(f"kurtosis of ideal profile cut at floor: {k_cut:.3f}")
print(f"combined case meets floor at: {edge_both:.2f} nm")
print(f"combined case variance: {var_both:.2f} nm^2")
print(f"combined case kurtosis: {k_both:.3f}")
print(f"theta inferred from combined case: {6 / k_both:.2f}")
print(f"lam inferred from it: {np.sqrt(var_both * k_both / 12):.2f} nm")
print("no test failed")
```

Running it gives:

```
Laplace decay length: 5.0 nm
event rate: 2.0e-04 1/s
anneal time: 10000 s
temperature: 800 deg C
mean event number theta: 2.00
one-event mean square displacement: 50.00 nm^2
one-event mean fourth power: 15000.0 nm^4
profile variance, grid: 100.01 nm^2
profile standard deviation, grid: 10.00 nm
effective diffusivity: 5.00e-17 cm^2/s
excess kurtosis, grid: 3.000
excess kurtosis, 6/theta: 3.000
grid kurtosis at theta = 0.5: 11.999
grid kurtosis at theta = 2.0: 3.000
grid kurtosis at theta = 8.0: 0.750
kurtosis for exactly 1 event(s): 2.999
kurtosis for exactly 2 event(s): 1.500
kurtosis for exactly 3 event(s): 1.000
kurtosis for exactly 4 event(s): 0.750
unmoved fraction, grid: 0.1353
unmoved fraction, exp(-theta): 0.1353
kurtosis of moved atoms only, grid: 2.188
kurtosis of moved atoms only, formula: 2.188
three-sigma distance: 30.0 nm
fraction beyond it, both sides: 0.01490
same fraction for a Gaussian: 0.00270
initial marker standard deviation: 2.0 nm
kurtosis with initial width, grid: 2.773
kurtosis with initial width, formula: 2.774
assumed long mobile lifetime: 1.0 s
kurtosis shift from that lifetime: -6.00e-04
marker depth: 100 nm
fourth-moment share beyond surface: 2.83e-04
marker dose: 2.0e+11 cm^-2
assumed intrinsic density: 2.0e+18 cm^-3
initial peak boron: 3.99e+17 cm^-3
initial peak p/n_i: 1.105
intrinsic Debye length: 3.87 nm
variance with width and holes: 107.44 nm^2
kurtosis with width and holes: 2.624
detection floor: 1.0e+15 cm^-3
ideal profile meets floor at: 35.25 nm
fourth-moment share lost below floor: 0.414
variance of ideal profile cut at floor: 88.40 nm^2
kurtosis of ideal profile cut at floor: 1.534
combined case meets floor at: 35.75 nm
combined case variance: 95.46 nm^2
combined case kurtosis: 1.276
theta inferred from combined case: 4.70
lam inferred from it: 3.19 nm
no test failed
```
